# Valley Repopulation and Negative Differential Mobility in Diamond under a [100] Field, part 2

Diamond has six electron valleys, two per cube axis, with mass \(m_l\) along the valley axis and \(m_t\) across it. With field \(F\) along [100], can the steady mean speed \(v=p\,v_c+(1-p)\,v_h\) fall as \(F\) grows? Two cold valleys (\(c\), \(m_c=m_l\)) hold the fraction \(p\); four hot valleys (\(h\), \(m_h=m_t\)) hold the rest. Charge \(e\) is positive; \(v_x\) is velocity along the force.

An electron in valley type \(i\) passes into one given valley on another axis at mean rate \(r_i\), through phonons of energy \(W\), occupation \(N\), coupling \(D\). With \(R=r_h/r_c\), \(p/(1-p)=R/2\) in the steady state. At fixed rates \(p\) approaches \(p_\infty\) exponentially, with time constant \(t_r=1/(2r_h+4r_c)\).

The slope is negative when transfer loss exceeds the gain inside valleys:

\[
(v_h-v_c)\,p(1-p)\frac{d\ln R}{dF}\;>\;p\frac{dv_c}{dF}+(1-p)\frac{dv_h}{dF}. \tag{1}
\]

The **closed model** assumes Maxwellian valleys at \(T_i=\theta_iT_L\) (lattice \(T_L\)), nearly elastic acoustic scattering with equipartition (occupation \(kT_L/\hbar uq\)), and negligible intervalley heat and momentum loss. With \(x=W/kT\), \(x_L=W/kT_L\), Bessel functions \(K_0,K_1\) and common constant \(C\propto D^2\):

\[
r(T)=C\sqrt{\frac{Wx}{\pi}}\,K_1(x/2)\,
\frac{\cosh[(x_L-x)/2]}{\sinh(x_L/2)}. \tag{2}
\]

The last fraction equals the bracket \([Ne^{x/2}+(N+1)e^{-x/2}]\).

\[
g(T)\equiv\frac{d\ln r}{d\ln T}
=\frac12+\frac x2\left[\frac{K_0(x/2)}{K_1(x/2)}+\tanh\frac{x_L-x}{2}\right]. \tag{3}
\]

\[
\mu_i=\frac{v_i}{F}=\frac{\mu_{i0}}{\sqrt{\theta_i}},\qquad
\mu_{i0}=\frac{4e}{3\sqrt\pi\,m_iw_0}. \tag{4}
\]

\[
\theta_i(\theta_i-1)=b_iF^2,\qquad
b_i=\frac{3\pi}{32}\,\frac{m_i}{\bar m}\,\frac{\mu_{i0}^2}{u^2}. \tag{5}
\]

Here \(\bar m=(m_l+2m_t)/3\), \(u\) is sound speed, \(q\) phonon wavevector, \(\Xi\) deformation potential. At electron energy \(E\), \(1/\tau=w_0\sqrt{E/kT_L}\). For distribution \(f(E)\), the acoustic energy flux is \(J=-\sqrt E\,D_{ac}(\partial f/\partial E+f/kT_L)\), with \(D_{ac}=2\bar mu^2E/\tau\). \(k\) is Boltzmann's constant; in \(\hbar k\) and beside \(k'\), an electron wavevector.

Example: \(m_l=1.56\,m_0\), \(m_t=0.28\,m_0\), \(u=17.5\) km/s, \(\rho=3515\) kg/m³ (density), \(\Xi=12\) eV, \(D=5\times10^8\) eV/cm, \(W=110\) meV. At 77 K, \(x_L=16.58\); at 73.4 V/cm the closed model gives \(\theta_h=1.217\), \(T_h=93.7\) K.

### 11. Critical temperature and critical mass ratio

Write \(\kappa=m_l/m_t\), so that \(b_c=b_h/\kappa\) and \(\mu_{h0}=\kappa\mu_{c0}\). If the field is measured in units of \(b_h^{-1/2}\), the curve \(v/(\mu_{c0}b_h^{-1/2})\) contains two parameters, \(x_L\) and \(\kappa\). The coupling strengths \(\Xi\) and \(D\) do not decide whether the slope becomes negative: \(\Xi\) rescales the field, and \(D\) cancels from \(R\). This holds while intervalley phonons remain unimportant for heating and momentum.

For diamond's \(\kappa=5.57\), the least slope over \(b_hF^2\) from 0.01 to 100 is negative at 77 K and positive at 200 K. It crosses zero at \(T_L=115\) K, where \(x_L=11.1\). This value is only indicative, because the model's neglect of intervalley cooling already fails there. At the field of least slope, intervalley emission from the hot Maxwellian would remove about 18 % of the power supplied by the field at 115 K, against 0.3 % at 77 K, and more than all of it at 200 K. At a given heating \(\theta_i\), a smaller \(x_L\) gives smaller slopes \(g_i\) in (3). Above the crossing the transfer term no longer exceeds the gain inside the valleys at any field examined.

The opposite limit is a very cold lattice. It is a mathematical limit of the closed model only, because equipartition of the acoustic phonons fails in a very cold crystal. Let \(x_L\to\infty\) with \(z=x_Lb_hF^2\) fixed. Then \(\theta_h-1\approx z/x_L\), and

\[
x_L-x_h=x_L\left(1-\frac1{\theta_h}\right)\to z,\qquad x_L-x_c\to\frac z\kappa .
\]

Since \(N+1=Ne^{x_L}\), the bracket before (2) equals \(Ne^{x/2}(1+e^{x_L-x})\). The remaining factor \(\sqrt x\,e^{x/2}K_1(x/2)\) tends to \(\sqrt\pi\) for both groups and cancels. Thus

\[
R\to\frac{1+e^{z}}{1+e^{z/\kappa}},\qquad
v\propto\sqrt z\,\left[p+\kappa(1-p)\right].
\]

The terms 1 come from absorption and the exponentials from emission. Evaluated numerically for \(z\) between 0.01 and 40, this curve acquires a negative slope when \(\kappa\) exceeds 2.69. Diamond lies well above that value, but the threshold rises with lattice temperature: at 77 K the closed model needs \(\kappa\) above about 4.3. With a smaller ratio, heating in this limit still moves electrons into the slow valleys, but the mean speed keeps rising.

### 12. Why the Maxwellian is doubtful

Few electrons reach the energy \(W\), and the rise of \(R\) above 1 depends mainly on those. At low density, collisions between electrons are too rare to enforce a Maxwellian, so the tail has to be found from the scattering itself.

The field pushes an electron up or down in energy at the rate \(eFv_x\), and this rate keeps its sign for a time of order \(\tau\). The result is a second diffusion in energy, with coefficient

\[
D_F=e^2F^2\langle v_x^2\rangle\tau=\frac{2e^2F^2E\tau}{3m_i}.
\]

Its flux is \(-\sqrt E\,D_F\,\partial f/\partial E\), without a friction term, because motion in a field preserves a uniform occupation of phase space. If intervalley exchange is neglected, the total flux vanishes:

\[
\frac{\partial\ln f}{\partial E}=-\frac1{kT_L}\,\frac{D_{ac}}{D_{ac}+D_F}.
\]

With the elastic \(\tau\), the ratio is \(D_F/D_{ac}=e^2F^2\tau^2/(3m_i\bar mu^2)=a_ikT_L/E\). Comparison with (4) and (5) gives \(a_i=2b_iF^2\). Integration yields the Davydov distribution

\[
f\propto e^{-E/kT_L}\left(1+\frac{E}{a_ikT_L}\right)^{a_i}.
\]

At 77 K and 73.4 V/cm, \(a_h=0.528\). At \(E=W\) the field then raises \(f/f(0)\) above its equilibrium value by \((1+16.58/0.528)^{0.528}\approx6\). The Maxwellian at 93.7 K raises it by \(e^{16.58(1-1/1.217)}\approx19\). The Maxwellian model therefore transfers electrons at too small a field.

### 13. A kinetic calculation

The acoustic phonons are not soft at 77 K either. The next level solves for \(f_c(E)\) and \(f_h(E)\) with the field flux above, the jumps by \(\pm W\) between valleys, and acoustic jumps of finite size. For the acoustic phonons alone, each valley is replaced by a sphere of mass \(\bar m\), which keeps the mean square phonon energy.

On a sphere, momentum conservation requires \(|k-k'|\le q\le k+k'\). With \(\hbar k=\sqrt{2\bar mE}\) and \(\hbar uq=\varepsilon=|E-E'|\), this becomes

\[
|\sqrt E-\sqrt{E'}|\le s\le\sqrt E+\sqrt{E'},\qquad s^2=2\bar mu^2 .
\]

Random elastic scattering on a sphere distributes \(q\) as \(q\,dq/2k^2=\varepsilon\,d\varepsilon/(4\bar mu^2E)\), and the inelastic golden rule has the same factor \(q\,dq\). Emission supplies half of the elastic rate, \(\tfrac12w_0\sqrt{E/kT_L}\), with the equipartition occupation \(kT_L/\varepsilon\) now replaced by \(N_\varepsilon+1\), where \(N_\varepsilon=1/(e^{\varepsilon/kT_L}-1)\). The flow per unit final energy is

\[
\frac{w_0\,\varepsilon^2}{8\bar mu^2(kT_L)^{3/2}}\,(N_\varepsilon+1)\,f(E),
\]

and absorption has \(N_\varepsilon\) in place of \(N_\varepsilon+1\). Momentum loss is treated by a relaxation time, in which each jump is weighted by \(q^2/(k^2+k'^2)\). For elastic scattering this is one minus the cosine of the scattering angle. Intervalley jumps enter both the energy balance and the momentum loss.

The weakest step is the treatment of the field as a diffusion in energy, which assumes small gains between collisions. With the elastic \(\tau\), a hot electron at \(E=W\) moving along the force at 300 V/cm gains \(eFv\tau\approx20\) meV between collisions, about three times \(kT_L\). The tail, and with it the intervalley rates, is therefore only roughly described. The times \(t_r\) below are estimates that may be wrong by a factor of a few, and the populations and \(v_{20}\) inherit this uncertainty. Keeping higher angular harmonics of the distribution in the same sphere model shortens \(t_r\) by a factor of about 2.5 at 200 and 300 V/cm, lowers the steady speed by 10 to 12 % at 100 and 200 V/cm, and lowers \(v_{20}\) at 300 V/cm from 2.6 to \(2.0\times10^6\) cm/s.

For 77 K the steady state is as follows. The column \(v_{20}\) is explained in Section 14.

| \(F\) (V/cm) | \(p\) | \(v\) (10⁶ cm/s) | \(v_{20}\) (10⁶ cm/s) | \(t_r\) (ns) |
|---|---|---|---|---|
| 50 | 0.40 | 1.37 | 1.47 | 1370 |
| 100 | 0.61 | 1.73 | 2.44 | 875 |
| 200 | 0.94 | 1.48 | 3.38 | 80 |
| 300 | 0.98 | 1.69 | 2.64 | 7.7 |
| 400 | 0.99 | 1.94 | 2.17 | 1.5 |
| 1000 | 0.92 | 3.34 | 3.35 | 0.05 |

In this calculation steady negative differential mobility survives. At the fields computed, the speed falls by 15 % from its first maximum, and the fall lies roughly between 100 and 200 V/cm. With higher angular harmonics the fall deepens to about 22 % and moves to roughly 85 to 170 V/cm. The closed model gets the mechanism right, but its peak field and peak speed are both too low, by factors between about 1.5 and 1.9.

Part of the difference is already present at low field, where the kinetic mobility is 1.29 times the closed value in both groups. Intervalley scattering can only add to momentum loss, so the increase comes from the different treatment of acoustic scattering. The calculation does not separate the finite phonon energies from the approximate momentum weight. That the factor is the same in both groups is a consequence of the sphere. In the true ellipsoid large phonon wavevectors lie mostly along the heavy axis, so the two directions are affected differently.

With the populations frozen at \(p=1/3\), the mean of the computed valley speeds does not fall anywhere on the field points from 20 to 1000 V/cm. This supports transfer as the cause here too. On the same points the steady fall is 6 % at 110 K and absent at 150 K. The fall thus disappears with rising temperature, as in the closed model. These three temperatures place the kinetic threshold only between 110 and 150 K, and it need not coincide with the closed model's 115 K.

### 14. Steady state or short pulse

In the kinetic calculation the steady fall at 77 K occurs where \(t_r\) is between about 900 and 80 ns. A carrier that crosses a device sooner never reaches the steady populations. Suppose the valleys are equally filled at \(t=0\), and let each valley take its steady speed and rates at once. At 300 V/cm this is reasonable: the hot mean energy of 28.8 meV divided by the power \(eFv_h=1.7\times10^9\) eV/s is 17 ps, against \(t_r=7.7\) ns.

The mean of \(p\) over a time \(t\) follows by integrating the exponential approach:

\[
\bar p=p_\infty+\left(\frac13-p_\infty\right)\frac{1-e^{-t/t_r}}{t/t_r}.
\]

For \(t=20\) ns at 300 V/cm, \(t/t_r=2.59\) and the last fraction is 0.357. Then \(\bar p=0.981-0.648\times0.357=0.750\). With \(v_c=1.612\) and \(v_h=5.734\), the mean speed is

\[
v_{20}=0.750\times1.612+0.250\times5.734=2.64\quad(10^6\ \text{cm/s}).
\]

From 200 to 400 V/cm this average falls by 36 %, because repopulation changes from slower to faster than 20 ns. Over most of that range the *steady* speed rises. Conversely, between 100 and 200 V/cm the steady speed falls while the 20 ns average rises. A falling transit speed is therefore no proof of a negative \(dv/dF\) in the steady state, and a rising one does not exclude it.

### 15. Limits of the result and real diamond

The neglected effects have very different sizes. For the hot valleys at 300 V/cm and 77 K:

- The root-mean-square acoustic phonon energy, estimated at the mean electron energy, is \(1.8\,kT_L\). Equipartition fails, and the kinetic result takes precedence over the closed one.
- The drift energy is 9 % of the mean energy, so an expansion to first order in drift is fair, though not precise, for the mean speed. It is poorer in the energetic tail that sets the intervalley rates.
- Phonons of 165 meV that connect opposite valleys, given the same \(D\), change the mean speed by less than 0.01 %.

At 77 K the six valleys have an effective density of states of \(6.9\times10^{18}\) cm⁻³. A density of \(10^{12}\) cm⁻³ is a fraction \(1.5\times10^{-7}\) of it, so degeneracy is negligible. The largest field in the kinetic calculation is \(10^{-4}\) of a rough breakdown field of 10 MV/cm. Breakdown plays no part here, and the results say nothing about fields near it.

Collisions between electrons are left out. If they were frequent enough to give all valleys one temperature, then \(R=1\), \(p=1/3\), and the effect would vanish. The density at which this begins has not been computed.

The masses, sound speed and phonon energies are rough typical values for diamond; the coupling constants are less certain, and \(\Xi\) moves the field scale directly. The example describes pure, lightly populated material at liquid-nitrogen temperature. A doped device working near or above room temperature lies outside the range computed here. Even in a cold, pure sample two assumptions need care. One is the steady state: at 200 V/cm the calculated mean speed over the first 20 ns is \(3.4\times10^6\) cm/s, more than twice the steady \(1.5\times10^6\) cm/s. The other is the uniform field, since a material with negative differential mobility can amplify fluctuations of space charge.

Within these limits, a search for steady negative differential mobility along [100] needs a cold lattice (in the kinetic calculation with \(W=110\) meV the fall is present at 110 K and absent at 150 K; these temperatures move with \(W\), and with 130 meV a fall of 1.5 % remains at 150 K, while with 90 meV almost none is left at 110 K), a field in the range where \(p\) rises steeply, and carriers that each stay in the crystal longer than \(t_r\). The last condition is severe: with the computed valley speeds and the times of the table, carriers that start with equally filled valleys drift on average about 19 mm in one \(t_r\) at 100 V/cm and 2.3 mm at 200 V/cm. These lengths are proportional to \(t_r\) and so are uncertain by the same factor of a few. In a crystal much thinner than the true drift length, the carriers leave before the populations settle, however long the measurement lasts. The full numerical output follows; in its closed-model part the line labelled "valley" marks the minimum of the speed, not a valley of the band.

## Computed results

```
Masses m_l, m_t: 1.56, 0.28 m0; ratio 5.571
Density 3515 kg/m3; sound speed 17.5 km/s
Acoustic potential 12.0 eV; intervalley 5.0e+08 eV/cm
Phonons: other axis 110 meV, opposite 165 meV
Lattice 77 K; phonon energy/kT 16.58
Closed mobility cold, hot: 6439, 35873 cm2/Vs
CLOSED MODEL, 77 K
peak: F 58.0 V/cm, v 0.939e6 cm/s, p 0.637
  T_cold 79.2 K, T_hot 88.1 K
steepest fall: F 73.4 V/cm, v 0.906e6 cm/s, p 0.770
  T_cold 80.5 K, T_hot 93.7 K
valley: F 98.3 V/cm, v 0.859e6 cm/s, p 0.897
  T_cold 83.1 K, T_hot 104.0 K
At steepest fall: inside term 11001, transfer 14153 cm2/Vs
Repopulation time there: 337 ns
Critical lattice temperature: 115.4 K (phonon/kT 11.06)
Critical mass ratio, cold-lattice limit: 2.69
KINETIC SOLVER, 77 K: F V/cm | p | v_cold v_hot v_steady v_20ns (1e6 cm/s) | time ns
   50 | 0.397 | 0.401 2.011 1.371 1.473 | 1.37e+03
  100 | 0.613 | 0.744 3.297 1.733 2.438 | 875
  150 | 0.836 | 1.025 4.166 1.539 3.068 | 303
  200 | 0.936 | 1.255 4.808 1.482 3.378 | 80.5
  300 | 0.981 | 1.612 5.734 1.688 2.644 | 7.73
  400 | 0.987 | 1.880 6.437 1.939 2.165 | 1.52
  500 | 0.985 | 2.092 7.063 2.166 2.249 | 0.508
  700 | 0.969 | 2.417 8.250 2.597 2.622 | 0.135
 1000 | 0.921 | 2.784 9.866 3.344 3.354 | 0.0454
Largest fall of v from an earlier maximum, 20 to 1000 V/cm:
77 K: steady 14.6 %, 20 ns mean 35.9 %, frozen 0.0 %
110 K: steady 6.3 %, 20 ns mean 10.1 %, frozen 0.0 %
150 K: steady 0.0 %, 20 ns mean 0.0 %, frozen 0.0 %
CHECKS AND NEGLECTED EFFECTS
Kernel/formula: rate 0.994, energy loss 0.993
Grid halving changes v at 300 V/cm by 0.36 %
Low-field mobility, kinetic/closed: cold 1.286, hot 1.286
Mean energy at 300 V/cm: cold 17.1, hot 28.8 meV
rms acoustic phonon there/kT: 1.79
Opposite-valley phonons change v there by 0.00 %
Hot drift energy/mean energy there: 0.091
Band density of states 6.85e+18 cm-3; 1e12 cm-3 fills 1.5e-07
1000 V/cm / rough breakdown field of 10 MV/cm: 1e-04
```
